# Kinetic balance and the small-component basis error of the Dirac equation

## 1. Two missing functions

Take a one-electron ion with nuclear charge $Z=10$ and a point nucleus. Expand the large component of its lowest $s_{1/2}$ level in six $s$ Gaussians and the small component in the six $p$ Gaussians with the same exponents. The Dirac matrix gives $-50.0444$ hartree. Remove the two tightest $p$ Gaussians, and it gives $-855.30$ hartree.

A smaller basis has lowered the energy by some 800 hartree. The usual rule, that a smaller variational space gives a higher energy, does not hold for the small component. These notes derive what holds instead, and how large the remaining error is when the small-component basis is suitably chosen.

## 2. Eliminating the small component

Hartree atomic units are used and the rest energy is subtracted. One electron moves in a local potential $V\le 0$ that vanishes at infinity. For the large component $\phi$ and the small component $\chi$,

$$V\phi+c\,\sigma\!\cdot\!p\,\chi=E\phi,\qquad c\,\sigma\!\cdot\!p\,\phi+(V-2c^2)\chi=E\chi .$$

In a basis calculation $\phi$ lies in a finite space $L$ and $\chi$ in a finite space $S$. Let $P_S$ project on $S$, let $Q=1-P_S$, and write $g=\sigma\!\cdot\!p\,\phi$. Projected on $S$, with $E$ replaced by a parameter $\lambda$, the second equation becomes

$$A_S(\lambda)\,\chi=c\,P_S\,g,\qquad A_S(\lambda)=P_S(2c^2+\lambda-V)P_S .$$

For $\lambda>-2c^2$ the operator $A_S$ is positive on $S$, because $V\le0$, and can be inverted there. Inserting $\chi$ in the first equation, projected on $L$, leaves a problem for $\phi$ alone, with the quadratic form

$$h_S(\lambda)[\phi]=\langle\phi|V|\phi\rangle+c^2\langle P_Sg|A_S(\lambda)^{-1}|P_Sg\rangle .$$

Let $\mu_S(\lambda)$ be the minimum of this form over normalized $\phi$ in $L$. As $\lambda$ grows, $A_S$ grows and its inverse shrinks, so $\mu_S(\lambda)$ cannot rise and $\mu_S(\lambda)-\lambda$ strictly falls. The lowest electronic level $E_S$ is the single point where

$$\mu_S(E_S)=E_S .$$

It is assumed that this crossing lies above $-2c^2$. The assumption concerns the two bases as well as $V$: if some $\phi$ in $L$ has $P_Sg=0$, then $h_S(\lambda)[\phi]=\langle\phi|V|\phi\rangle$ for every $\lambda$, and a tight enough function of this kind pushes that value below $-2c^2$ even for a light nucleus.

## 3. Which way each basis moves the energy

For a positive operator $A$, completing the square gives

$$2\,\mathrm{Re}\langle\chi|g\rangle-\langle\chi|A|\chi\rangle=\langle g|A^{-1}|g\rangle-\langle\chi-A^{-1}g|A|\chi-A^{-1}g\rangle .$$

The last term is never positive and vanishes at $\chi=A^{-1}g$. Applied within $S$, this means

$$\langle P_Sg|A_S^{-1}|P_Sg\rangle=\max_{\chi\in S}\big(2\,\mathrm{Re}\langle\chi|g\rangle-\langle\chi|2c^2+\lambda-V|\chi\rangle\big).$$

The space $S$ enters as the set over which a maximum is taken. Enlarging $S$ can therefore raise $h_S$, and with it the crossing point, but cannot lower them. Enlarging $L$ extends a minimum and can only lower the level. The energy is a minimum over large components of a maximum over small ones, and for a given $L$ an incomplete $S$ puts it at or below the value that a complete small space would give.

## 4. The nonrelativistic limit

Keep both bases fixed and let $c\to\infty$. On the finite space $S$, $A_S/c^2\to2$, so $c^2A_S^{-1}\to\tfrac12$. The second term of $h_S$ becomes

$$T_S=\tfrac12\|P_Sg\|^2 .$$

The true kinetic energy is $T=\tfrac12\langle\phi|p^2|\phi\rangle=\tfrac12\|g\|^2$, because $(\sigma\!\cdot\!p)^2=p^2$. Since $P_Sg$ and $Qg$ are orthogonal,

$$T_S=T-\tfrac12\|Q\,\sigma\!\cdot\!p\,\phi\|^2\le T .$$

Equality holds if and only if $\sigma\!\cdot\!p\,\phi$ lies in $S$. At the opposite extreme, if $S$ is orthogonal to $\sigma\!\cdot\!p\,L$, no kinetic energy is represented and the limit energy is the lowest mean value of $V$ in $L$.

**A fixed large component.** For an $s_{1/2}$ state with radial large function $P(r)$, the image under $\sigma\!\cdot\!p$ has the radial function $P'-P/r$, up to a phase. For a Gaussian $P=re^{-\alpha r^2}$,

$$P'-\frac Pr=(1-2\alpha r^2)e^{-\alpha r^2}-e^{-\alpha r^2}=-2\alpha r^2e^{-\alpha r^2},$$

which is a $p$ Gaussian with the same exponent. The six matching $p$ functions thus span $\sigma\!\cdot\!p\,L$.

The exponents are $10\cdot3^k$ bohr$^{-2}$ with $k=0,\dots,5$. Let $\phi_0$ be the normalized nonrelativistic ground state in $L$, with energy $E_0=-49.9795$ hartree and $T=49.9665$ hartree. With the four most diffuse $p$ functions, half the squared norm of $Q\sigma\!\cdot\!p\,\phi_0$ is $0.4525$ hartree, so

$$T_S=49.9665-0.4525=49.5140\ \text{hartree}.$$

Diagonalizing the Dirac matrix with this one large function at $c=10^5$ gives the same value. The loss is $0.9\%$ of $T$.

**A free large component.** The collapse comes from the minimization over $L$. The map $\phi\mapsto P_S\sigma\!\cdot\!p\,\phi$ takes a six-dimensional space into a four-dimensional one. At least two independent combinations in $L$ are therefore mapped to zero: they have $T_S=0$ whatever their true kinetic energy. The minimum can use them to concentrate the electron near the nucleus at little apparent cost.

The limit energy is $-855.61$ hartree. The state has a true kinetic energy of $6749.4$ hartree, of which the matrix sees $17.1$. Its potential energy is $-855.6-17.1=-872.7$ hartree, so its true nonrelativistic energy would be $6749.4-872.7=+5876.7$ hartree. Relative to $E_0$ the error of the limit energy is $-805.6$ hartree, or about $-2.19\times10^4$ eV. It is an error of order $c^0$, and increasing $c$ does not remove it.

## 5. Restricted kinetic balance

Now choose $S=\sigma\!\cdot\!p\,L$. Then $P_Sg=g$ for every $\phi$ in $L$, and $T_S=T$. To find what error remains, set $B=P_S(V-\lambda)P_S$, so that $A_S=2c^2-B$ on $S$. For fixed bases and $c$ large enough that the norm of $B$ on $S$ is below $2c^2$, the geometric series gives

$$c^2A_S^{-1}=\frac12\Big(1-\frac{B}{2c^2}\Big)^{-1}=\frac12+\frac{B}{4c^2}+\frac{B^2}{8c^4}+O(c^{-6}).$$

Taking the mean value in $g$, and using $\langle g|B^2|g\rangle=\|Bg\|^2$,

$$c^2\langle g|A_S^{-1}|g\rangle=T+\frac{\langle g|V-\lambda|g\rangle}{4c^2}+\frac{\|P_S(V-\lambda)g\|^2}{8c^4}+O(c^{-6}).$$

For comparison, let the small-component space be complete while $L$ stays the same. The inverse is then a plain division. With $u=(\lambda-V)/2c^2$ and the identity $1/(1+u)=1-u+u^2/(1+u)$,

$$c^2\Big\langle g\Big|\frac1{2c^2+\lambda-V}\Big|g\Big\rangle=T+\frac{\langle g|V-\lambda|g\rangle}{4c^2}+\frac12\Big\langle g\Big|\frac{u^2}{1+u}\Big|g\Big\rangle .$$

Multiplied by $c^4$, the last integrand tends pointwise to $(V-\lambda)^2|g|^2/8$. Since $-V\ge0$, we have $1+u\ge\tfrac12$ once $c^2\ge|\lambda|$, so the integrand stays below twice that limit. If $Vg$ is square integrable, dominated convergence gives $\|(V-\lambda)g\|^2/(8c^4)+o(c^{-4})$ for the last term.

The terms of order $c^0$ and $c^{-2}$ agree. The first difference, complete minus balanced, is

$$\frac{\|(V-\lambda)g\|^2-\|P_S(V-\lambda)g\|^2}{8c^4}=\frac{\|Q(V-\lambda)g\|^2}{8c^4}=\frac{\|QVg\|^2}{8c^4},$$

where the last step uses $Qg=0$. Multiplication by $V$ leads out of $\sigma\!\cdot\!p\,L$, and the balanced basis cannot follow.

## 6. From the quadratic form to the level

Let $E_\infty$ and $\mu_\infty$ belong to the complete small space, and $E_S$ and $\mu_S$ to the balanced one. From the two crossing conditions,

$$E_\infty-E_S=[\mu_\infty(E_\infty)-\mu_S(E_\infty)]+[\mu_S(E_\infty)-\mu_S(E_S)].$$

The slope of $\mu_S$ is $-c^2\langle g|A_S^{-2}|g\rangle\approx-\|g\|^2/4c^2$. The second bracket is thus $O(c^{-2})$ times the left side and can be dropped at leading order. The first bracket follows from first-order perturbation theory, with the minimizing function tending to $\phi_0$ as $c\to\infty$. Hence

$$\boxed{E_\infty-E_S=\frac{\|Q\,V\,\sigma\!\cdot\!p\,\phi_0\|^2}{8c^4}+o(c^{-4})}$$

The same expansion gives the leading relativistic correction within $L$:

$$E_S=E_0+\frac{\langle\sigma\!\cdot\!p\,\phi_0|V-E_0|\sigma\!\cdot\!p\,\phi_0\rangle}{4c^2}+O(c^{-4}).$$

This coefficient is unchanged by any further functions in $S$.

**Reading the numbers.** In the example the $c^{-2}$ coefficient is $-1216.08$ in atomic units. With $c=137.036$ it contributes $-1216.08/18778.9=-0.06476$ hartree, so that $E_0$ plus the correction is $-50.04425$. The balanced matrix gives $-50.04440$; the difference is of higher order.

For the deficit, $\|QV\sigma\!\cdot\!p\,\phi_0\|^2=30221$, and

$$\frac{30221}{8\,(137.036)^4}=1.071\times10^{-5}\ \text{hartree}.$$

The computed deficit is $1.048\times10^{-5}$ hartree, or $2.85\times10^{-4}$ eV. Its ratio to the formula is $0.9785$. When $c$ is multiplied by 2, 4 and 8, the ratio becomes $0.9943$, $0.9986$ and $0.9996$. Its distance from 1 falls about fourfold at each doubling, as a relative correction of order $c^{-2}$ would. The formula is a limit at fixed basis, and at the physical $c$ it is this accurate only while the basis has no very tight functions and $Z/c$ is small. Continuing the same exponents to 10 and 14 functions lowers the ratio to about $0.79$ and $0.34$, and for $Z=80$ with the six exponents scaled by $Z^2$ it is about $0.83$.

Section 3 says that more small functions cannot lower the energy. A set of nineteen $p$ Gaussians that contains the balanced six raises it, and removes $99.75\%$ of the deficit.

## 7. What remains of the upper bound

With a complete small space, the $s_{1/2}$ ground level is bounded from below by the exact level $E_{\rm ex}$. Let $P_0>0$ be the exact radial large function, and put

$$a=\frac{c^2}{2c^2+E_{\rm ex}-V},\qquad F_0=a\Big(P_0'-\frac{P_0}{r}\Big).$$

The eliminated radial equation is $-F_0'-F_0/r+(V-E_{\rm ex})P_0=0$. Write any trial function as $P=fP_0$. Then $P'-P/r=f'P_0+f(P_0'-P_0/r)$, and

$$a\Big(P'-\frac Pr\Big)^2=af'^2P_0^2+(f^2)'P_0F_0+f^2F_0\Big(P_0'-\frac{P_0}r\Big).$$

Integrate the middle term by parts. The boundary term $f^2P_0F_0=P^2F_0/P_0$ vanishes for the functions used here, which go as $r$ at the origin and decay at infinity, provided $F_0/P_0$ stays bounded. For the point nucleus, $P_0=r^\gamma e^{-Zr}$ with $\gamma=\sqrt{1-Z^2/c^2}$ and $E_{\rm ex}=c^2(\gamma-1)$ give $F_0/P_0=c^2(\gamma-1-Zr)/[c^2(1+\gamma)r+Z]$, which equals the constant $-Z/(1+\gamma)$ because $1-\gamma^2=Z^2/c^2$. For a smooth $V$ the ratio tends to zero at the origin and to a finite constant at infinity. The last two terms together become

$$\int f^2P_0\Big(-F_0'-\frac{F_0}r\Big)dr=-\int (V-E_{\rm ex})P^2\,dr ,$$

which cancels the potential part of the form. What is left is

$$h_\infty(E_{\rm ex})[P]-E_{\rm ex}\int P^2dr=\int a f'^2P_0^2\,dr\ge0 .$$

So $\mu_\infty(E_{\rm ex})\ge E_{\rm ex}$, and the crossing lies at or above $E_{\rm ex}$. The error of the balanced calculation splits into two parts:

$$E_S-E_{\rm ex}=\underbrace{(E_\infty-E_{\rm ex})}_{\ge0}-\underbrace{(E_\infty-E_S)}_{O(c^{-4})} .$$

The order $c^{-4}$ belongs to the second part, the possible violation of the upper bound. The first is the ordinary error of a finite $L$ and in general has order $c^0$. In the six-Gaussian example it is $0.02235$ hartree, about two thousand times the deficit, so the balanced energy still lies above the exact Dirac level, $-50.06674$ hartree.

## 8. A case in closed form

Let $L$ hold the single function $P=2Z^{3/2}re^{-Zr}$, the exact nonrelativistic ground state for $V=-Z/r$. Its image is $P'-P/r=-ZP$, so the balanced small function has the same radial form. With $\langle1/r\rangle=Z$, the Dirac matrix is

$$\begin{pmatrix}-Z^2&-cZ\\-cZ&-Z^2-2c^2\end{pmatrix},\qquad E_S=-Z^2-c^2+\sqrt{c^4+c^2Z^2}.$$

Expanding the root,

$$E_S=-\frac{Z^2}2-\frac{Z^4}{8c^2}+\frac{Z^6}{16c^4}+\dots$$

The exact level is $E_{\rm ex}=c^2\big(\sqrt{1-Z^2/c^2}-1\big)=-\frac{Z^2}2-\frac{Z^4}{8c^2}-\frac{Z^6}{16c^4}-\dots$, so the balanced energy is too high by $Z^6/8c^4$.

For the deficit, $\langle1/r^2\rangle=2Z^2$ gives $\|Vg\|^2=Z^4\cdot2Z^2=2Z^6$. The projection of $Vg$ on the small function has magnitude $Z\cdot Z^2=Z^3$. Hence $\|QVg\|^2=2Z^6-Z^6=Z^6$, and the deficit is $Z^6/8c^4$ to leading order. A complete small space would therefore give an error of $Z^6/4c^4$ at the same order. The numerical coefficients, taken at eight times the physical $c$, are $0.12500$ and $0.24983$.

Here the incomplete small space gives the better total energy, because at leading order its negative error cancels half of the positive one. Relative to $Z^2/2$ the leading term of the deficit is $(Z/c)^4/4$, about $7\times10^{-6}$ for $Z=10$; this term grows as the fourth power of the nuclear charge.

## 9. When the energy falls below the exact level

Suppose $L$ holds just the exact large component. A complete small space then returns the exact energy, since the exact small component $\chi=c(2c^2+E_{\rm ex}-V)^{-1}g$ is available. The balanced space offers multiples of $g$ alone. Unless $V$ is constant wherever $g\ne0$, the maximum over $\chi$ is missed and the energy falls below the exact level.

The smooth model potential $V=-Z/\sqrt{r^2+a^2}$ with $Z=50$ and $a=0.02$ bohr shows this. Sets of 12 and 16 Gaussians agree on the level $-689.6175$ hartree. With the large component of the 16-function solution as the single member of $L$, the balanced energy is $-689.6523$ hartree, lower by $0.0348$. The $c^{-4}$ formula, evaluated with this function, gives $0.0361$, which is $4\%$ more. When $Vg$ is square integrable, balance thus limits the size of the violation but does not forbid it.

The same construction fails for a point nucleus. There the exact large function is $r^\gamma e^{-Zr}$ with $\gamma=\sqrt{1-Z^2/c^2}<1$, and its image contains $(\gamma-1)r^{\gamma-1}$. The mean value of $1/r$ in this image involves $\int r^{2\gamma-3}dr$, which diverges at the origin. The condition that $Vg$ be square integrable is violated, and the $c^{-4}$ estimate does not apply. The diagonal element of the small function is $-\infty$, so the level drops to the mean potential energy $-Z^2/\gamma$, a fall of order $c^0$. Gaussian $s$ functions and the exponential of Section 8 satisfy the condition. The full set of values is in the numerical output below.

## Computed results

```
nuclear charge Z: 10
speed of light c: 137.035999 a.u.
large exponents (bohr^-2): [10, 30, 90, 270, 810, 2430]
unbalanced small exponents (bohr^-2): [10, 30, 90, 270]
nonrelativistic energy E0 in L: -49.979494 hartree
its kinetic energy T: 49.966474 hartree
its potential energy: -99.945968 hartree
c used for the nonrelativistic limit: 100000 a.u.
fixed phi0, kinetic energy seen, unbalanced: 49.513969 hartree
fixed phi0, missing part from residual norm: 0.452505 hartree
fixed phi0, kinetic energy seen, balanced: 49.966474 hartree
varied, unbalanced limit energy from formula: -855.609517 hartree
varied, unbalanced limit energy from Dirac matrix: -855.609516 hartree
varied, true kinetic energy of that state: 6749.417144 hartree
varied, kinetic energy seen in that state: 17.084809 hartree
varied, balanced limit energy from Dirac matrix: -49.979494 hartree
unbalanced error in the limit: -805.630022 hartree
unbalanced error in the limit: -21922.310 eV
physical c, unbalanced: -855.303447745 hartree
physical c, balanced: -50.044401649 hartree
physical c, 19 small functions: -50.044391193 hartree
physical c, complete small space: -50.044391167 hartree
physical c, exact Dirac level: -50.066742017 hartree
share of deficit removed by 19 functions: 0.99751 (ratio)
||Q V sigma.p phi0||^2: 30221.097 a.u.
c scaled by 1: deficit 1.04820e-05 hartree, deficit/formula 0.978503
deficit at physical c: 2.8523e-04 eV
c scaled by 2: deficit 6.65706e-07 hartree, deficit/formula 0.994307
c scaled by 4: deficit 4.17843e-08 hartree, deficit/formula 0.998554
c scaled by 8: deficit 2.61435e-09 hartree, deficit/formula 0.999637
c^-2 coefficient from formula: -1216.084 a.u.
c^-2 coefficient from Dirac matrix, c scaled by 8: -1216.128 a.u.
one exponential, balanced, physical c: -50.066387549 hartree
one exponential, balanced error: 0.12500 Z^6/c^4
one exponential, complete-S error: 0.24983 Z^6/c^4
soft-core charge: 50
soft-core length: 0.020 bohr
soft-core level, 12 functions: -689.617531 hartree
soft-core level, 16 functions: -689.617531 hartree
soft-core balanced energy, one large function: -689.652333 hartree
soft-core fall below the level: 0.034801 hartree
soft-core fall from the c^-4 formula: 0.036124 hartree
```
